# Band Velocity at the Fermi Wavevector with Bare and Screened Exchange

**Q.** You say that hybrid functionals with bare exchange do something unphysical to a metal at the Fermi level. Before I believe it, tell me which metal, which equations and which velocity.

**A.** The metal is the uniform electron gas: electrons on a rigid neutralizing background, equal numbers of both spins, zero temperature. I use Hartree atomic units, so \(\hbar\), the electron mass and \(e^2/4\pi\varepsilon_0\) are one, and velocities come in units of \(e^2/(4\pi\varepsilon_0\hbar)\).

Exchange with an interaction \(v(r)\) acts on an orbital \(\varphi\) as

\[
(K\varphi)(\mathbf r)=-\sum_{\mathbf p}\varphi_{\mathbf p}(\mathbf r)\int d^3r'\,\varphi^*_{\mathbf p}(\mathbf r')\,v(|\mathbf r-\mathbf r'|)\,\varphi(\mathbf r'),
\]

where the sum runs over occupied orbitals of the same spin. Put in plane waves \(e^{i\mathbf k\cdot\mathbf r}/\sqrt\Omega\). The integral over \(\mathbf r'\) gives \(e^{i(\mathbf k-\mathbf p)\cdot\mathbf r}\) times the Fourier transform \(v(q)\) at \(q=|\mathbf k-\mathbf p|\). The factor \(e^{i\mathbf p\cdot\mathbf r}\) in front restores \(e^{i\mathbf k\cdot\mathbf r}\). A plane wave is therefore an eigenfunction, with exchange energy

\[
\Sigma(k)=-\int_{p<k_F}\frac{d^3p}{(2\pi)^3}\,v(|\mathbf k-\mathbf p|).
\]

A hybrid functional takes a fraction \(c\) of this. In a GGA hybrid such as PBE0 or HSE06, the semilocal remainder depends on the density and its gradient, which are uniform here, so it adds a constant potential. A remainder that also depends on the kinetic-energy density, as in M06-2X, can rescale the term \(k\) in the velocity; such functionals are left out here. The Hartree term cancels against the background. The band velocity is then

\[
v_b(k)=k+c\,\Sigma'(k).
\]

**Q.** You have filled a sphere in \(k\). If exchange reorders the levels, the sphere is the wrong occupation.

**A.** That needs the slope. Substitute \(\mathbf s=\mathbf p-\mathbf k\), so that \(\mathbf k\) appears only in the occupation step \(\theta(k_F-|\mathbf k+\mathbf s|)\). Its gradient is \(-\hat{\mathbf p}\,\delta(p-k_F)\), and this minus sign cancels the one in front of \(\Sigma\):

\[
\nabla\Sigma=\int\frac{d^3p}{(2\pi)^3}\,\hat{\mathbf p}\,\delta(p-k_F)\,v(|\mathbf k-\mathbf p|).
\]

Only the Fermi surface contributes. Take the component along \(\mathbf k\), with \(u=\hat{\mathbf p}\cdot\hat{\mathbf k}\) and surface element \(2\pi k_F^2\,du\):

\[
\Sigma'(k)=\frac{k_F^2}{4\pi^2}\int_{-1}^{1}du\,u\,v(q),\qquad q^2=k^2+k_F^2-2kk_Fu .
\]

Pair \(u\) with \(-u\). The positive value has the smaller \(q\). If \(v(q)\) falls with \(q\), each pair contributes a positive amount and \(\Sigma'>0\). The energy then rises with \(k\), and the lowest states do fill a sphere. This shows self-consistency; it does not show that a spin-polarized or otherwise less symmetric state could not lie lower.

**Q.** Fine. Put in the bare Coulomb interaction and show me the trouble.

**A.** With \(v(q)=4\pi/q^2\), write \(a=k^2+k_F^2\) and \(b=2kk_F\). Since

\[
\frac{u}{a-bu}=-\frac1b+\frac ab\,\frac1{a-bu},
\]

the integral is

\[
\int_{-1}^{1}\frac{u\,du}{a-bu}=-\frac2b+\frac a{b^2}\ln\frac{a+b}{a-b}.
\]

Here \(a\pm b=(k\pm k_F)^2\), so the logarithm equals \(2L\) with \(L=\ln|(k+k_F)/(k-k_F)|\). Multiply by \(k_F^2/\pi\) and set \(x=k/k_F\):

\[
\Sigma'(k)=\frac1{2\pi}\left[\frac{1+x^2}{x^2}\,L-\frac2x\right].
\]

As \(x\to1\), the factor before \(L\) tends to 2 and \(L\) tends to \(\ln(2k_F/|k-k_F|)\). Hence, from either side,

\[
\Sigma'(k)\to\frac1\pi\left[\ln\frac{2k_F}{|k-k_F|}-1\right].
\]

The velocity grows without bound for any \(c>0\). The density of states at the Fermi level, \(k_F^2/(\pi^2v_b)\), goes to zero as the inverse of the logarithm.

**Q.** An infinite slope suggests an infinite energy. Is the band itself broken at \(k_F\)?

**A.** No. The energy is

\[
\Sigma(k)=-\frac{k_F}{\pi}\left[1+\frac{1-x^2}{2x}\,L\right].
\]

To check it, use \(dL/dx=2/(1-x^2)\). The bracket has derivative \(-\frac{1+x^2}{2x^2}L+\frac1x\), and the prefactor \(-1/\pi\) turns this into the slope above. The constant is fixed at \(k=0\), where the definition gives

\[
\Sigma(0)=-\frac1{8\pi^3}\int_0^{k_F}4\pi p^2\,\frac{4\pi}{p^2}\,dp=-\frac{2k_F}\pi .
\]

The formula agrees, because \(L\to2x\) there makes the bracket 2. At \(k_F\) the product \((1-x^2)L\) vanishes and \(\Sigma=-k_F/\pi\). The band is continuous with a vertical tangent.

**Q.** Now the screened interaction. I accept \(\operatorname{erfc}(\mu r)/r\) as a definition, but I want its Fourier transform derived.

**A.** The angular integration leaves

\[
v(q)=\frac{4\pi}q\int_0^\infty \sin(qr)\,\operatorname{erfc}(\mu r)\,dr .
\]

Integrate by parts. The boundary term at \(r=0\) gives \(1/q\), and the derivative of \(\operatorname{erfc}(\mu r)\) is \(-(2\mu/\sqrt\pi)e^{-\mu^2r^2}\):

\[
v(q)=\frac{4\pi}{q^2}\left[1-\frac{2\mu}{\sqrt\pi}\int_0^\infty\cos(qr)\,e^{-\mu^2r^2}dr\right]
=\frac{4\pi}{q^2}\left[1-e^{-q^2/4\mu^2}\right].
\]

The last step uses the Gaussian integral \((\sqrt\pi/2\mu)\,e^{-q^2/4\mu^2}\). At small \(q\) the bracket is \(q^2/4\mu^2\), so \(v(0)=\pi/\mu^2\) is finite. With \(z=q^2/4\mu^2\), \(v\) is proportional to \((1-e^{-z})/z=\int_0^1e^{-zs}ds\), which falls with \(z\). The argument for the filled sphere therefore holds here too.

**Q.** Then give me the velocity at \(k_F\), not just the statement that it is finite.

**A.** Set \(k=k_F\) and \(t=1-u\), so \(q^2=2k_F^2t\). With \(A=(k_F/\mu)^2\), the exponent is \(q^2/4\mu^2=At/2\). The prefactors combine as \((k_F^2/4\pi^2)\,(4\pi/2k_F^2)=1/2\pi\):

\[
\Sigma'(k_F)=\frac1{2\pi}\int_0^2\frac{1-t}{t}\left(1-e^{-At/2}\right)dt .
\]

Split \((1-t)/t\) into \(1/t-1\). In the first part put \(z=At/2\), which gives \(\operatorname{Ein}(A)=\int_0^A(1-e^{-z})\,dz/z\). The second part is elementary:

\[
\int_0^2\left(1-e^{-At/2}\right)dt=2-\frac2A\left(1-e^{-A}\right).
\]

The result is

\[
\Sigma'(k_F)=\frac1{2\pi}\left[\operatorname{Ein}(A)-2+\frac{2(1-e^{-A})}{A}\right].
\]

For evaluation, \(\operatorname{Ein}(A)=\gamma+\ln A+E_1(A)\), with \(E_1(A)=\int_A^\infty e^{-z}dz/z\). This follows from the integral form of Euler's constant, \(\gamma=\int_0^1(1-e^{-z})dz/z-\int_1^\infty e^{-z}dz/z\), on splitting the range of \(\operatorname{Ein}\) at \(z=1\).

**Q.** If screening is removed, this must blow up again. If it is made very strong, exchange should stop mattering. Does it do both?

**A.** For \(\mu\ll k_F\), \(A\) is large and the exponentially small terms drop out:

\[
\Sigma'(k_F)\simeq\frac1\pi\left[\ln\frac{k_F}\mu+\frac\gamma2-1\right]+\frac1\pi\frac{\mu^2}{k_F^2}.
\]

The divergence returns as \(\ln(1/\mu)\): the screening wavevector has taken over the role of \(|k-k_F|\).

For \(\mu\gg k_F\), expand in small \(A\). We have \(\operatorname{Ein}=A-A^2/4+\dots\) and \(2(1-e^{-A})/A=2-A+A^2/3-\dots\). The constants and the linear terms cancel, which leaves \(A^2/12\), so

\[
\Sigma'(k_F)\simeq\frac1{24\pi}\left(\frac{k_F}{\mu}\right)^4 .
\]

An interaction of very short range has a nearly constant \(v(q)\). It shifts all levels with \(k\ll\mu\) almost equally and hardly changes the slope at \(k_F\).

**Q.** You cut off small \(q\) and the logarithm went away. That is arithmetic. What is the physical origin?

**A.** It is exchange with electrons far away, which can be seen in real space. The one-spin density matrix of the filled sphere is

\[
\rho(r)=\int_{p<k_F}\frac{d^3p}{(2\pi)^3}e^{i\mathbf p\cdot\mathbf r}
=\frac{\sin k_Fr-k_Fr\cos k_Fr}{2\pi^2r^3}=\frac{k_F^2}{2\pi^2}\,\frac{j_1(k_Fr)}{r},
\]

with \(j_1(y)=\sin y/y^2-\cos y/y\). The exchange energy is \(\Sigma(k)=-\int d^3r\,v(r)\rho(r)\,\sin(kr)/(kr)\). The \(k\)-derivative of \(\sin(kr)/(kr)\) is \(-r\,j_1(kr)\). Write \(v=s/r\), with \(s=1\) for bare and \(s=\operatorname{erfc}(\mu r)\) for screened exchange. At \(k=k_F\), with \(y=k_Fr\),

\[
\Sigma'(k_F)=\int_0^\infty 4\pi r^2\,\frac sr\,\rho(r)\,r\,j_1(k_Fr)\,dr=\frac2\pi\int_0^\infty y\,s\,j_1(y)^2\,dy .
\]

At large \(y\), \(j_1^2\) averages to \(1/(2y^2)\), so the bare integrand averages to \(1/(\pi y)\). Each decade of distance adds \(\ln10/\pi=0.7329\). Direct integration from \(k_Fr=10^3\) to \(10^4\) gives 0.7328. The density matrix of a metal with a sharp Fermi edge decays too slowly for the \(1/r\) tail, and the wave at \(k_F\) stays in step with its oscillations at all distances. The factor \(\operatorname{erfc}(\mu r)\) ends the integral at a few times \(1/\mu\).

**Q.** Show me numbers for something that people actually compute.

**A.** Take a uniform gas with the conduction-electron density of copper, the interconnect metal. One electron per atom and a rough fcc lattice constant of 0.361 nm give

\[
n=\frac4{(0.361\ \text{nm})^3}=85.0\ \text{nm}^{-3},\qquad k_F=(3\pi^2n)^{1/3}=13.60\ \text{nm}^{-1}.
\]

The free-electron velocity is \(1.575\times10^6\) m/s and the Fermi energy is 7.05 eV. HSE06 uses \(c=0.25\) and \(\mu=2.079\ \text{nm}^{-1}\), a screening length of 0.481 nm. Then \(k_F/\mu=6.544\), \(A=42.83\), and

\[
\Sigma'(k_F)=\frac{(0.5772+3.7572)-2+0.0467}{2\pi}=0.3790 .
\]

The sphere integral, differentiated numerically, and the real-space integral both give 0.378963, as does the closed form. The logarithmic part of the weak-screening limit gives 0.3715; its correction \(1/(\pi A)=0.0074\) makes up the difference.

The velocity unit is \(2.188\times10^6\) m/s, so exchange adds \(0.25\times0.3790\times2.188=0.207\), in \(10^6\) m/s. The HSE06 velocity is \(1.782\times10^6\) m/s, 13% above the free value. The density of states at the Fermi level falls to 0.884 of the free one.

**Q.** And PBE0? A calculation always returns some finite number. I would never see your infinity.

**A.** You would see a number that depends on how you took the derivative. Suppose the velocity is the energy difference between \(k_F+\delta\) and \(k_F-\delta\), divided by \(2\delta\). That is the mean slope over the interval. Because \(\frac1\delta\int_0^\delta\ln(2k_F/s)\,ds=\ln(2k_F/\delta)+1\), the \(-1\) in the slope cancels, and for small \(\delta\) the bare exchange part is \((1/\pi)\ln(2k_F/\delta)\). At the same density and the same \(c=0.25\), the velocities in \(10^6\) m/s are:

| \(\delta/k_F\) | PBE0 | HSE06 |
|---|---|---|
| \(10^{-1}\) | 2.098 | 1.780 |
| \(10^{-2}\) | 2.497 | 1.782 |
| \(10^{-3}\) | 2.898 | 1.782 |
| \(10^{-4}\) | 3.299 | 1.782 |

The law predicts a PBE0 gain of \(0.25\times0.7329\times2.188=0.401\) per decade, which is what the lower rows show. Refinement does not converge it. These values assume that the exchange integral itself is fully converged at each \(k\).

**Q.** Real wires are at room temperature. Doesn't a rounded Fermi edge cure bare exchange without any screening?

**A.** It makes the velocity finite, but leaves it large. A rounded occupation is a superposition of filled spheres with radii \(P\) spread around \(k_F\). A sphere of radius \(P\) gives a slope \((1/\pi)[\ln(2k_F/|P-k_F|)-1]\) at \(k_F\). As an estimate, take the band as linear across the thermal layer, \(P-k_F=k_BT\,y/v_b\), with weight \(w(y)=\frac14\operatorname{sech}^2(y/2)\). The mean of \(\ln|y|\) comes from expanding \(w=\sum_{n\ge1}(-1)^{n+1}n\,e^{-ny}\) for \(y>0\):

\[
\int_{-\infty}^{\infty}|y|^s\,w\,dy=2\,\Gamma(1+s)\,\eta(s),\qquad \eta(s)=\sum_{n\ge1}\frac{(-1)^{n+1}}{n^s},
\]

where \(\eta\) is continued to \(s=0\). With the known values \(\eta(0)=\frac12\) and \(\eta'(0)=\frac12\ln\frac\pi2\), the derivative at \(s=0\) is \(\ln(\pi/2)-\gamma\). Therefore

\[
\Sigma'(k_F)\approx\frac1\pi\left[\ln\frac{4k_Fv_b}{\pi k_BT}+\gamma-1\right],
\]

to be solved together with \(v_b=k_F+c\,\Sigma'\). At 300 K, \(k_BT=0.02585\) eV. The solution is \(v_b=1.738\,k_F\), so \(k_Fv_b\) is \(1.738\) times twice the Fermi energy, or 24.5 eV. The logarithm is 7.10, the slope is 2.12, and the PBE0 velocity is about \(2.74\times10^6\) m/s, 74% above the free value. A self-consistent band at fixed electron number, in place of the linear one, lowers this by about \(0.002\times10^6\) m/s. The velocity still rises logarithmically on cooling. For HSE06, rounding the edge about a fixed \(k_F\) changes the velocity by only about \(-6\) m/s; if the chemical potential moves to keep the electron number fixed, the change at the Fermi level is about \(-16\) m/s, still negligible.

**Q.** So HSE06 is right for copper, and its 13% is the true exchange effect?

**A.** Neither follows. Finite does not mean accurate, and \(\mu\) is a fixed parameter of the functional, not the screening of this metal. For comparison, take a static Thomas–Fermi interaction \(4\pi/(q^2+k_{TF}^2)\) with \(k_{TF}^2=4k_F/\pi\). Its screening length here is 0.055 nm, far shorter than 0.481 nm. With \(b=k_{TF}^2/2k_F^2\), the same surface integral gives

\[
\Sigma'(k_F)=\frac1{2\pi}\int_0^2\frac{1-t}{t+b}\,dt=\frac1{2\pi}\left[(1+b)\ln\frac{2+b}b-2\right]=0.0362 .
\]

Even with the full fraction \(c=1\), this adds only \(0.079\times10^6\) m/s, against 0.207 for HSE06. It too is finite, because its \(v(0)\) is finite; the complementary error function is one sufficient choice among others. This estimate leaves out the frequency dependence of screening and the rest of correlation.

**Q.** And the crystal itself?

**A.** It breaks the assumption of a spherical Fermi surface. The L point of the zone boundary lies at \(1.108\,k_F\), where the free-electron energy is 1.61 eV above the Fermi energy. Two plane waves coupled across a rough gap of 5 eV split by 2.5 eV each way, which puts the lower state 0.89 eV below the Fermi energy. If the Fermi level is held at its free-electron value, the band along that direction no longer crosses it inside the zone, so the velocity computed above has no counterpart there. The gap also lowers the Fermi level itself, by an amount close to this margin, so the estimate cannot settle whether the band crosses. Real copper does have necks in its Fermi surface at L, and it has filled d bands a few eV below the Fermi level, which the gas lacks. Its measured electronic specific heat corresponds to roughly 1.4 times the free-electron density of states, with electron–phonon coupling included, whereas the HSE06 gas gives 0.88 times. The density and \(k_F\) used here are typical of copper; the velocities describe the two functionals in a uniform gas.

**Q.** Then what may I carry over to a calculation on a real metal?

**A.** The mechanism, under its conditions. It needs a sharp Fermi edge, a nonzero fraction of exchange, and an interaction that keeps its \(1/r\) tail. When all three hold in the uniform gas, the velocity at \(k_F\) diverges logarithmically. Remove the tail and it is finite. With the complementary error function, exchange then adds \(c\,\Sigma'(k_F)\) to the free velocity, and in atomic units \(\Sigma'(k_F)\) depends only on \(k_F/\mu\). I have not derived the coefficient of the logarithm for a non-spherical Fermi surface. The numerical output below gives the figures for the uniform gas in full.

## Computed results

```
INPUTS
lattice constant (rough)           0.361 nm
HSE06 screening parameter mu       2.0787 1/nm
HSE06 screening length 1/mu        0.4811 nm
HSE06 screened-exchange fraction   0.250
PBE0 bare-exchange fraction        0.250
UNIFORM GAS
electron density                   85.02 1/nm^3
Fermi wavevector kF                13.604 1/nm
free-electron Fermi energy         7.051 eV
velocity unit e^2/(4 pi eps0 hbar) 2.1877 10^6 m/s
free-electron velocity             1.5749 10^6 m/s
SCREENED EXCHANGE AT kF
kF/mu                              6.5443
A = (kF/mu)^2                      42.828
slope, closed form                 0.378963 velocity units
slope, from sphere integral        0.378963 velocity units
slope, from real-space integral    0.378963 velocity units
slope, weak-screening limit        0.371531 velocity units
HSE06 exchange part of velocity    0.2073 10^6 m/s
HSE06 velocity                     1.7821 10^6 m/s
HSE06 velocity / free velocity     1.1316
HSE06 density of states / free     0.8837
FINITE-DIFFERENCE VELOCITY OVER kF +- delta, 10^6 m/s
delta/kF = 1e-01:  PBE0 2.0984   HSE06 1.7799
delta/kF = 1e-02:  PBE0 2.4973   HSE06 1.7821
delta/kF = 1e-03:  PBE0 2.8981   HSE06 1.7821
delta/kF = 1e-04:  PBE0 3.2990   HSE06 1.7821
PBE0 gain per decade, from the law 0.4009 10^6 m/s
DISTANCE CUTOFF, BARE EXCHANGE
slope gain, kF r from 1e3 to 1e4   0.73280 velocity units
ln(10)/pi                          0.73294 velocity units
NEGLECTED EFFECTS
temperature                        300 K
thermal energy                     0.02585 eV
PBE0 velocity, warm (estimate)     2.737 10^6 m/s
PBE0 warm velocity / free velocity 1.738
HSE06 shift by edge rounding       -6.23 m/s
Thomas-Fermi screening length      0.0553 nm
Thomas-Fermi slope, full exchange  0.03624 velocity units
Thomas-Fermi exchange velocity     0.0793 10^6 m/s
L-point wavevector / kF            1.1080
free energy at L minus Fermi energy 1.606 eV
gap at L (rough input)             5.0 eV
lower state at L minus Fermi energy -0.894 eV
```
